# Why a Fixed k-Point Spacing Gives Energy Jumps the Stress Misses

A model chain relaxed with a k-point spacing of at most 0.25 Å⁻¹ has zero stress at a cell length of 3.019 Å. At 3.142 Å the same chain, with the same spacing rule, is under a tension of 0.070 eV/Å, yet its energy is lower by 4.2 meV per cell. Between the two lengths the computed stress is positive throughout, so stretching the cell should have cost energy.

The belief behind the puzzle is that a fixed k-point spacing makes the energy a smooth function of cell size. A mesh has an integer number of points, however, so the rule bounds the spacing without fixing it. When the integer changes, the energy jumps, and the stress does not contain the jump.

## The chain and its mesh

Take non-interacting electrons on a line, two per cell of length $a$, with spin degeneracy and at zero temperature. The algebra is in atomic units. Write the wave number as $k=2\pi\kappa/a$, where $\kappa$ is the reduced k-point and the first zone is $|\kappa|\le 1/2$. The orbital energies are

$$
\varepsilon_m(\kappa)=\frac12\left(\frac{2\pi}{a}\right)^2(\kappa+m)^2,\qquad m=0,\pm1,\pm2,\dots
$$

The mesh is the symmetric one,

$$
\kappa_r=\frac{2r-N-1}{2N},\qquad r=1,\dots,N .
$$

Its outermost points are at $\pm(N-1)/(2N)$, inside the zone. At every mesh point the lowest orbital therefore has $m=0$ and $\kappa_r^2<1/4$, while every other orbital has $(\kappa_r+m)^2>1/4$. The $2N$ electrons described by $N$ k-points fill the lowest band, two per point, for every $a$. No occupation changes when the cell is strained, so any jump in the energy must come from a change of mesh.

The energy per cell is

$$
E_N(a)=\frac{2}{N}\sum_{r=1}^N\frac12\left(\frac{2\pi}{a}\right)^2\kappa_r^2
=\frac{4\pi^2}{a^2}\,\frac1N\sum_{r=1}^N\kappa_r^2 .
$$

For the sum, expand the square and use $\sum r=N(N+1)/2$ and $\sum r^2=N(N+1)(2N+1)/6$:

$$
\begin{aligned}
\sum_r(2r-N-1)^2&=4\sum_r r^2-4(N+1)\sum_r r+N(N+1)^2\\
&=\tfrac23N(N+1)(2N+1)-N(N+1)^2\\
&=\tfrac13N(N+1)(N-1).
\end{aligned}
$$

Division by $4N^2$ and by $N$ gives the mean of $\kappa_r^2$ as $(N^2-1)/(12N^2)$. Hence

$$
E_N(a)=\frac{K}{a^2}\left(1-\frac1{N^2}\right),\qquad K=\frac{\pi^2}{3}.
$$

In ordinary units $K=\pi^2\hbar^2/(3m_e)=25.069$ eV Å². The converged energy, $N\to\infty$, is $K/a^2$. At $a=3$ Å it is 2.785 eV, and the nine-point mesh gives $2.785\times80/81=2.751$ eV.

The mesh error has a simple form in terms of the actual spacing $\delta=2\pi/(Na)$:

$$
E_N-\frac{K}{a^2}=-\frac{K}{a^2N^2}=-\frac{K\delta^2}{4\pi^2}=-\frac{\delta^2}{12}.
$$

If $\delta$ could be held constant, the error would be constant too, and the energy curve would be smooth and parallel to the converged one. This is what the belief imagines.

## Where the energy jumps

A spacing rule with largest allowed spacing $\Delta$ (the factor $2\pi$ is included in $\Delta$) chooses the smallest integer that satisfies $\delta\le\Delta$:

$$
N(a)=\left\lceil\frac{2\pi}{a\Delta}\right\rceil .
$$

As the cell grows at constant $N$, $\delta$ shrinks as $1/a$. At the length

$$
a_N=\frac{2\pi}{N\Delta}
$$

a mesh of $N$ points becomes sufficient. Just below $a_N$ the rule uses $N+1$ points, with spacing $\Delta N/(N+1)$; at $a_N$ it uses $N$ points, with spacing $\Delta$. The energy jump on expansion is the change in the error:

$$
J_N=E_N(a_N)-E_{N+1}(a_N)
=-\frac{\Delta^2}{12}\left[1-\frac{N^2}{(N+1)^2}\right]
=-\frac{\Delta^2}{12}\,\frac{2N+1}{(N+1)^2}.
$$

It is negative because the coarser mesh has the lower energy for this band on the symmetric mesh. The sign and size depend on the mesh. On a Γ-centred mesh, $\kappa_r=r/N$, odd $N$ gives the same points as before, but even $N$ includes the zone edge and has error $+\delta^2/6$ instead of $-\delta^2/12$. The jumps then alternate in sign and are much larger, $+111$ meV at $a_8$ and $-104$ meV at $a_9$ for $\Delta=0.25$ Å⁻¹. The results below for the free chain refer to the symmetric mesh.

For $\Delta=0.25$ Å⁻¹ the change from nine to eight points occurs at $a_8=3.142$ Å. The prefactor $\hbar^2\Delta^2/(12m_e)$ is 39.69 meV, so

$$
J_8=-39.69\times\frac{17}{81}\ \text{meV}=-8.33\ \text{meV}.
$$

## The stress-free cell is not the lowest

To give the chain an equilibrium length, add an attraction $-A/a$ that does not depend on the k-points:

$$
U(a)=\frac{K}{a^2}\left(1-\frac1{N^2}\right)-\frac Aa .
$$

The one-dimensional stress is the energy derivative with respect to strain, divided by the length. Since $da=a\,d\epsilon$, it equals $dU/da$; a positive value is a tension. With $N$ and the reduced k-points held fixed,

$$
\frac{dU}{da}=\frac{A}{a^2}-\frac{2K}{a^3}\left(1-\frac1{N^2}\right),
$$

which vanishes at $a=2K(1-1/N^2)/A$. Take $A=16.4$ eV Å. For $N=9$ the zero is at

$$
\frac{2\times25.069\times80/81}{16.4}\ \text{Å}=3.019\ \text{Å}.
$$

The rule uses nine points from 2.793 Å up to 3.142 Å, so this is a genuine stress-free cell. Its energy is $-2.7158$ eV. At $a_8$, with eight points, the energy is $2.5003-16.4/3.1416=-2.7200$ eV. The difference of $-4.2$ meV consists of a rise of 4.1 meV, which is the work done against the tension, and the jump of $-8.3$ meV. This resolves the opening puzzle.

The cell at $a_8$ is in fact the lowest of all under this rule. Multiply the stress by $a^3$:

$$
a^3\frac{dU}{da}=Aa-2K+\frac{2K}{N(a)^2}.
$$

The first term increases with $a$, and the last never decreases because $N(a)$ never increases. The stress therefore changes sign once, here at 3.019 Å. Below that length the energy falls with $a$, both within segments of constant $N$ and at the jumps, so no shorter cell is lower than the stress-free one. Above it the energy rises within each segment, so the candidates are the left ends $a_8,a_7,\dots$. There $\delta=\Delta$, and

$$
U(a_N)=\frac{K}{a_N^2}-\frac{A}{a_N}-\frac{\Delta^2}{12}.
$$

These points lie on the converged curve shifted down by a constant. That curve has its minimum at $2K/A=3.057$ Å and rises beyond it, so $a_8$ is the lowest candidate.

Neither answer is the converged length. The stress-free cell is too short by 0.038 Å, and the lowest-energy cell is too long by 0.084 Å. An energy scan is thus no safer here than the stress: it has found the edge of a mesh change.

## A relaxation with nowhere to stop

The single sign change of the stress can also fall on a jump. With $A=15.74$ eV Å the nine-point mesh would be stress-free at 3.146 Å, where the rule no longer uses nine points. The eight-point mesh would be stress-free at 3.136 Å, where the rule does not yet use eight. The stress is $-0.0022$ eV/Å just below $a_8$ and $+0.0031$ eV/Å at $a_8$. Below the jump the cell is told to expand, above it to contract, and no cell has zero stress.

This case needs a well-placed $A$. The condition is

$$
2K\left(1-\frac1{64}\right)<A\,a_8<2K\left(1-\frac1{81}\right),
$$

or $A$ between about 15.71 and 15.76 eV Å. A stress tolerance of 0.003 eV/Å would also hide it: the stresses on the two sides of the jump have opposite signs and differ by only 0.0053 eV/Å, so at least one of them is within the tolerance.

## The general statement

Let $E(a,N)$ be the energy computed with an integer mesh $N$ and fixed reduced k-points, and suppose that it is continuously differentiable in $a$ at each fixed $N$. Let $s_N=\partial E(a,N)/\partial a$ be the stress. Let a rule $N(a)$ be constant except at finitely many lengths $b_1<\dots<b_p$ between $a_i$ and $a_f$. Then:

1. Inside each segment of constant $N$, the stress is the slope of the computed energy.
2. Over the whole path,

$$
E(a_f,N(a_f))-E(a_i,N(a_i))=\int_{a_i}^{a_f}s_{N(a)}(a)\,da+\sum_{j=1}^pJ_j ,
$$

where $J_j$ is the energy with the new mesh minus that with the old mesh, both at $b_j$.

**Proof.** Inside a segment $N$ is constant, so the derivative of $E(a,N(a))$ is the partial derivative at fixed $N$, which is $s_N$. Integrating over each segment gives the energy at its right end minus that at its left end, both with that segment's mesh. When these differences are added, the two energies at each $b_j$ belong to different meshes and do not cancel. What they leave out of the total energy difference is $J_j$. ∎

The curve is continuous at $b_j$ if and only if both meshes give the same energy there, that is, have equal errors. In three dimensions the same proof applies along a smooth path of strains that meets only finitely many mesh changes, if the energy at fixed mesh is continuously differentiable along it, with the three mesh integers in place of $N$ and the derivative along the path in place of $s_N$.

It remains to show, for non-interacting electrons on the chain, that the analytic stress is this fixed-mesh derivative. In a fixed set of plane waves labelled by $m$, the Hamiltonian at reduced k-point $\kappa$ is $T+V$. The kinetic part $T$ is proportional to $a^{-2}$. If the potential stretches with the cell at constant amplitude, the matrix $V$ does not depend on $a$. For a normalized, non-degenerate eigenvector $c$ with eigenvalue $\varepsilon$,

$$
\frac{d\varepsilon}{da}
=c^\dagger\frac{dH}{da}c+\varepsilon\frac{d}{da}(c^\dagger c)
=-\frac2a\,c^\dagger Tc ,
$$

because $c^\dagger c=1$. Summing over the occupied orbitals gives $s_N=-2\langle T\rangle/a$, and for free electrons $-2E_N/a$. The derivation keeps $\kappa$ fixed while $k=2\pi\kappa/a$ moves with the cell. Nothing in it knows that a rule will later replace the mesh.

## What a numerical derivative sees

Consider the free chain without the attraction, and a central difference across $a_8$. Expanding each energy about $a_8$ gives

$$
\frac{E_8(a_8+h)-E_9(a_8-h)}{2h}
=\frac{J_8}{2h}+\frac{s_8+s_9}{2}+O(h).
$$

The two stresses are $-1.592$ and $-1.597$ eV/Å, with mean $-1.594$ eV/Å. For $h=0.001$ Å the first term is $-0.00833/0.002=-4.16$ eV/Å, and the quotient is $-5.76$ eV/Å. For $h=0.01$ Å it is $-2.01$ eV/Å, and for $h=0.1$ Å it is $-1.64$ eV/Å. Reducing the step makes the disagreement worse, which distinguishes a jump from ordinary truncation error. The stress is not at fault: at fixed $N$ the difference quotient converges to it.

## What is true in the belief

At every mesh change $a_N$ the energy error is the same constant, $-39.7$ meV. Energy differences between these cells are therefore converged, although each energy is not. From $a_{10}=2.513$ Å to $a_7=3.590$ Å, the fixed-spacing difference and the converged difference are both $-2.0241$ eV. The integral of the stress is $-1.9989$ eV, and the three jumps, at $a_9$, $a_8$ and $a_7$, supply the missing $-0.0252$ eV. The last jump lies at the end of the path and counts because the final energy is taken with the new mesh.

The jumps thus repair, on average, a slope that is too shallow within each segment. The fixed-mesh stress differs from the converged stress $-2K/a^3$ by

$$
s_N+\frac{2K}{a^3}=\frac{2K}{a^3N^2}=\frac{\delta^2}{6a},
$$

a relative error of $1/N^2$, or 1.2 % for nine points. A fixed spacing can therefore serve well for comparing separate cells and still fail within a relaxation. The exact cancellation belongs to free electrons on the symmetric mesh, where the error depends on $\delta$ alone; between mesh changes it is incomplete even here. On the Γ-centred mesh the error also depends on the parity of $N$, and the same difference from $a_{10}$ to $a_7$ is $-2.1431$ eV instead of $-2.0241$ eV.

## Denser meshes and gapped chains

For large $N$, $(2N+1)/(N+1)^2\approx2/N$. With $N=2\pi/(a\Delta)$ the jump becomes

$$
J\approx-\frac{\Delta^2}{6N}=-\frac{a\Delta^3}{12\pi}.
$$

At $a=3.142$ Å, halving the spacing reduces the jump from 8.33 to 1.13 meV in size, a factor of 7.35 rather than the limiting 8. The next term in the expansion multiplies the estimate by $1-3/(2N)$, which changes the factor from 8 to 7.17; the remaining terms bring it to 7.35. The jumps become smaller but more numerous: their number between two given lengths grows as $1/\Delta$, so their sum falls as $\Delta^2$.

A band gap changes the picture more strongly. Write the lowest band as a Fourier series, $\varepsilon(\kappa)=\sum_R\varepsilon_Re^{2\pi i\kappa R}$ with integer $R$. The mesh average removes every term except those with $R=\ell N$, for which each mesh point contributes the same sign $(-1)^{\ell(N+1)}$. The term $\ell=0$ is the converged average, so

$$
E_N-E_\infty=2\sum_{\ell\ne0}(-1)^{\ell(N+1)}\varepsilon_{\ell N}.
$$

For free electrons the band has a kink at the zone edge, and integration by parts gives

$$
\varepsilon_R=\frac{2\pi^2}{a^2}\,\frac{(-1)^R}{2\pi^2R^2}=\frac{(-1)^R}{a^2R^2}.
$$

The signs combine to $(-1)^\ell$. With $\sum_{\ell\ge1}(-1)^\ell/\ell^2=-\pi^2/12$ the error is $-\pi^2/(3a^2N^2)$, as found before. A gap rounds the kink. The band is then a smooth periodic function, whose Fourier coefficients fall faster than any power of $R$.

With a potential $2v\cos(2\pi x/a)$ and $v=1$ eV, the gap at $a_8$ is 2.0 eV and the jump shrinks from 8.33 to 2.00 meV in size. With $v=3$ eV the gap is 5.9 eV and the jump is 0.01 meV. The nearly smooth curve of this wide-gap chain is thus due to a small mesh error, not to a virtue of the spacing rule.

## Consequences for a relaxation

Within one relaxation, hold the mesh integers and the reduced k-points fixed. Energy and stress then belong to one function, provided the basis is also held fixed or is complete enough. In two or three dimensions the occupations of a partly filled band can change even at fixed mesh; on a single chain they cannot, because each band is monotonic in $|\kappa|$ and the bands do not overlap. For non-interacting electrons that always fill the lowest levels, the energy remains continuous, because two levels are equal when they exchange electrons, but the stress can jump. The filled band used here avoids this.

Consistency is not accuracy. With $N=9$ fixed, the chain relaxes to a length too short by the fraction $1/81$, however small the remaining stress. The final cell should therefore be tested with a much denser mesh, and if the stress there exceeds the tolerance, the relaxation should be restarted with that mesh held fixed. A slightly denser symmetric mesh shares most of the error: at the stress-free cell of 3.019 Å, ten points give a stress of only $-0.004$ eV/Å, while the converged value is $-0.022$ eV/Å. The numerical output below gives most of the values used here; the others follow from the formulas above.

## Calculated quantities

```
hbar^2/m = 7.61996 eV angstrom^2
K = 25.0687 eV angstrom^2
largest k spacing = 0.25 1/angstrom
converged energy at a = 3.0 angstrom: 2.78541 eV
mesh at that length: N = 9
mesh energy at that length: 2.75102 eV
mesh change 11 to 10: a = 2.51327 angstrom, jump = -6.888 meV
mesh change 10 to 9: a = 2.79253 angstrom, jump = -7.541 meV
mesh change 9 to 8: a = 3.14159 angstrom, jump = -8.329 meV
mesh change 8 to 7: a = 3.59039 angstrom, jump = -9.302 meV
energy at 9 to 8 change, N=9: 2.50863 eV
energy at 9 to 8 change, N=8: 2.50030 eV
stress there, N=9: -1.59704 eV/angstrom
stress there, N=8: -1.59174 eV/angstrom
converged stress there: -1.61701 eV/angstrom
constant energy offset at mesh changes: -39.687 meV
difference quotient, h = 0.100 angstrom: -1.6394 eV/angstrom
difference quotient, h = 0.010 angstrom: -2.0109 eV/angstrom
difference quotient, h = 0.001 angstrom: -5.7591 eV/angstrom
path: 2.51327 to 3.59039 angstrom
energy difference, fixed spacing: -2.02405 eV
energy difference, converged: -2.02405 eV
integral of stress: -1.99888 eV
sum of three jumps: -0.02517 eV
first attraction A = 16.40 eV angstrom
stress-free cell (N=9): 3.01941 angstrom, -2.71576 eV
lowest cell of scan (N=8): 3.14159 angstrom, -2.71998 eV
lowest cell minus stress-free cell: -4.222 meV
stress at lowest cell: 0.06993 eV/angstrom
converged equilibrium cell: 3.05716 angstrom
second attraction A = 15.74 eV angstrom
total stress just below mesh change: -0.00225 eV/angstrom
total stress at mesh change: 0.00305 eV/angstrom
jump with half the spacing (17 to 16): -1.133 meV
jump ratio, full to half spacing: 7.35
dense-mesh estimate, full spacing: -9.922 meV
dense-mesh estimate, half spacing: -1.240 meV
potential v = 1.0 eV: gap = 1.998 eV, jump = -2.00483 meV
potential v = 3.0 eV: gap = 5.943 eV, jump = -0.00967 meV
```
